The midgap state at a phase-reversal defect in a 30-degree partial

**1. One atom left over**

In the core of a 30-degree partial dislocation in silicon, each core atom would have one broken bond if the core did not reconstruct. These atoms form a row with spacing b = a/√2, where a is the lattice constant. Reconstruction joins them in pairs along the row.

Suppose first that atoms in different pairs do not interact. Give each atom one dangling hybrid of energy ε0, taken as the zero of energy, and one electron. If the coupling inside a pair is −t1, with t1 > 0, the pair has the levels

E = −t1 (bonding), E = +t1 (antibonding). (1)

The two electrons of the pair fill the bonding level. Now let the pairing read

… (−4,−3) (−2,−1) 0 (1,2) (3,4) … (2)

To the left of atom 0 each pair begins on an even atom, and to the right on an odd one. The phase of the pairing is reversed, and atom 0 has no partner. Its level stays at E = 0, halfway between −t1 and +t1, and holds one electron.

The question is what survives when neighbouring pairs interact through a weaker coupling −t2, with 0 < t2 < t1. The pairing itself is taken as given. Electrons are independent until Section 7, and the hybrids are orthogonal.

**2. The chain without a defect**

Let −t_n couple atoms n and n+1. The amplitudes ψ_n obey

E ψ_n = −t_{n−1} ψ_{n−1} − t_n ψ_{n+1}. (3)

In the perfect chain t_n alternates between t1 and t2. Give the two atoms of pair j the amplitudes u e^{ijθ} and v e^{ijθ}, where θ = 2kb because the repeat length is 2b. Equation (3) becomes

E u = −(t1 + t2 e^{−iθ}) v,
E v = −(t1 + t2 e^{iθ}) u. (4)

Multiplying the first line by E and inserting the second gives

E² = |t1 + t2 e^{iθ}|² = t1² + t2² + 2 t1 t2 cos θ. (5)

Thus |E| runs from t1 − t2 at θ = π to t1 + t2 at θ = 0. The chain gap is 2(t1 − t2), centred on E = 0. With one electron per atom and two spins, the lower band is full.

**3. The state at zero energy**

Equation (3) links even atoms to odd atoms only. If ψ_n solves it with energy E, then (−1)^n ψ_n solves it with energy −E, since the sign change reverses the right side relative to the left. Levels therefore come in pairs ±E. An open chain with an odd number of atoms has an odd number of levels, so at least one must lie at zero, whatever the values of the couplings.

At E = 0, equation (3) reduces to

ψ_{n+1} = −(t_{n−1}/t_n) ψ_{n−1}. (6)

For the pairing (2), the couplings to the right of atom 0 are t_0 = t2, t_1 = t1, t_2 = t2, and so on; the left side is the mirror image. Setting n = 2m+1 in (6), with m ≥ 0, gives

ψ_{2m+2} = −(t2/t1) ψ_{2m} = −r ψ_{2m}, r = t2/t1. (7)

Hence

ψ_{2m} = A (−r)^{|m|}, ψ_{2m+1} = 0. (8)

All equations on even atoms hold because the odd amplitudes vanish; those on odd atoms hold by (7) and its mirror image. Normalization requires

1 = A² (1 + 2 Σ_{m≥1} r^{2m}) = A² [1 + 2r²/(1 − r²)] = A² (1 + r²)/(1 − r²),

A² = (1 − r²)/(1 + r²). (9)

With position x = 2mb on the undistorted row, r^{|m|} = exp(−|x|/ξ), where

ξ = 2b / ln(t1/t2). (10)

Since r = e^{−2b/ξ}, equation (9) can also be written A² = tanh(2b/ξ). For t2 → 0 the state shrinks onto atom 0, as in Section 1. For t2 → t1 the gap closes, ξ diverges and A² tends to 2b/ξ: the state spreads out and is no longer bound.

Changed couplings near the defect alter the amplitudes through (6) but not the energy. The state remains normalizable as long as the regular pairing resumes on both sides.

**4. No other bound state, and the opposite defect**

The defect is symmetric about atom 0, so bound states can be chosen even or odd under reflection. On the right, (3) maps the amplitudes (ψ_n, ψ_{n+1}) linearly onto (ψ_{n+2}, ψ_{n+3}). One step of this map has determinant t_{n−1}/t_n, and two successive steps give (t1/t2)(t2/t1) = 1. The eigenvalues of the two-step map are therefore λ and 1/λ. A bound state must follow the decaying one:

ψ_{n+2} = λ ψ_n for n ≥ 0, |λ| < 1. (11)

For an odd state ψ_0 = 0, so all even amplitudes vanish. Equation (3) at atom 2 then gives 0 = −(t1 + t2 λ) ψ_1. Either the state is zero, or λ = −t1/t2, which grows. There is no odd bound state.

For an even state ψ_{−1} = ψ_1. Equation (3) at atoms 0 and 2 reads

E ψ_0 = −2 t2 ψ_1,
E λ ψ_0 = −(t1 + t2 λ) ψ_1. (12)

Subtracting the second line from λ times the first leaves

(t1 − t2 λ) ψ_1 = 0. (13)

The choice λ = t1/t2 exceeds 1 and is excluded. Thus ψ_1 = 0, and the first line of (12) gives E = 0. The state (8) is the only bound state of this defect.

The opposite defect has atom 0 strongly coupled to both neighbours. It follows from exchanging t1 and t2 in the argument. The odd solution now decays, with λ = −r. It has E = 0, a node on atom 0 and weight (1 − r²)/2 on each of atoms ±1. In the even case λ = r is now allowed. Equation (3) at atoms 0 and 1 gives

E ψ_0 = −2 t1 ψ_1,
E ψ_1 = −(t1 + t2 r) ψ_0. (14)

Multiplying the two lines yields E² = 2t1(t1 + t2²/t1) = 2(t1² + t2²). This exceeds (t1 + t2)² by (t1 − t2)², so two further states lie outside the bands. Both defects have a midgap state, but only the first has its largest weight on an unpaired atom.

**5. Charge and spin**

For each spin, the weights of all states on atom n add up to 1. States at E and −E have equal weights there, because they differ only by signs. The filled lower band therefore contributes (1 − ψ_n²)/2 per spin, where ψ_n is the bound state. If that state holds ν electrons, the population of atom n is

N_n = 2 (1 − ψ_n²)/2 + ν ψ_n² = 1 + (ν − 1) ψ_n². (15)

A neutral atom has N_n = 1. Summing N_n − 1 over n gives the extra electron number ν − 1. The defect has charge +e, 0 or −e for ν = 0, 1 or 2, with e > 0. Its spin is 0, 1/2 or 0. In the neutral case every atom is separately neutral, while the unpaired spin has the distribution ψ_n².

**6. Two defects on one line**

Place unpaired atoms at 0 and L, with complete pairs between them, so that L is odd. The two zero states then live on opposite sublattices. Let φ be the state (8) cut off beyond atom L−1, and χ its counterpart around atom L, cut off below atom 1. When H acts on φ, the result vanishes on all odd atoms except L, where the contribution from atom L+1 is missing. Hence

⟨χ|H|φ⟩ = −t2 A² (−r)^{(L−1)/2}. (16)

The diagonal elements vanish because H changes the sublattice. To leading order in r^L the two levels are

E = ± t2 A² r^{(L−1)/2}. (17)

The levels approach zero as the distance between the defects becomes large compared with ξ.

**7. What moves the level**

*Energy offset.* The unpaired atom has different surroundings from its paired neighbours. If its hybrid energy is raised by D, the first-order shift is

δE = D A². (18)

*Second neighbours.* A coupling −s between atoms n and n+2, uniform along the row, connects equal sublattices. Its expectation value in (8) is

δE = −2s Σ_m ψ_{2m} ψ_{2m+2}.

The terms with m ≥ 0 are A²(−r)^{2m+1}, and those with m ≤ −1 repeat the same series. The sum is −2A² r/(1 − r²) = −2r/(1 + r²), so

δE = 4rs/(1 + r²). (19)

The bands change too. Every band energy acquires −2s cos θ, which is +2s at θ = π. Writing c = cos θ and letting |E| denote the unperturbed value from (5), the slopes of the upper and lower bands with respect to c are −2s ± t1t2/|E|. They keep their signs for all c if

|s| < t1 t2 / [2(t1 + t2)]. (20)

The gap edges then remain at θ = π, and the gap centre moves by 2s. Relative to that centre, the level moves by

4rs/(1 + r²) − 2s = −2s (1 − r)²/(1 + r²). (21)

*Repulsion.* Add U Σ_n (n_{n↑} − ½)(n_{n↓} − ½), where the halves remove the mean repulsion of the neutral chain. To first order, each number operator is replaced by its mean. By Section 5, each spin has mean ½ + ψ_n²/2 on atom n if it occupies the bound state, and ½ − ψ_n²/2 if it does not. The interaction energy is therefore −(U/4)P for ν = 1 and +(U/4)P for ν = 0 or 2, with

P = Σ_n ψ_n⁴ = A⁴ (1 + r⁴)/(1 − r⁴) = (1 − r²)(1 + r⁴)/(1 + r²)³. (22)

The levels for adding and removing an electron are the energy differences

E(add) = +UP/2, E(remove) = −UP/2. (23)

The single midgap level thus separates into two charge-transition levels. These are levels at fixed geometry; relaxation of the atoms in the charged states lowers the energies of those states and brings the two levels closer together.

*Back bonds.* Each core atom also has three back hybrids, coupled by V1 to the dangling hybrid and to each other. Each back hybrid couples by V2 to a partner hybrid on a neighbouring atom. Let all hybrids have energy zero, and stop at these partners. Try a state with no amplitude on the back hybrids. The equations on the dangling hybrids are then those already solved, and those on the partners are satisfied. On a back hybrid of atom n, with p_n the partner amplitude, the condition is

V1 ψ_n + V2 p_n = 0, so p_n = −(V1/V2) ψ_n. (24)

With three partners per atom, the total weight is multiplied by 1 + 3V1²/V2². The share left on the dangling hybrids is

w = 1/(1 + 3V1²/V2²). (25)

In this one-shell model the level remains at zero while its wave function leaks into the crystal. The further bonds of the partner atoms are left out, so the result does not determine the level's position in the gap of real silicon.

**8. Numbers for a strongly paired core**

Take t1 = 2.0 eV, t2 = 0.20 eV and a = 0.543 nm. Then r = 0.10 and b = 0.543/√2 = 0.384 nm. Equations (9) and (10) give

A² = 0.99/1.01 = 0.980,
ξ = 2 × 0.384/ln 10 = 0.334 nm.

About 98% of the state is on the unpaired atom and 1% on each of atoms ±2. Diagonalizing an 81-atom chain gives the same weights and a level within 10⁻¹⁰ eV of zero. If t2 is raised to 1.0 eV with t1 held fixed, the central weight falls to 0.60 and ξ grows to 1.11 nm.

The chain gap is 2 × 1.8 = 3.6 eV (5.8 × 10⁻¹⁹ J). For two defects with L = 5, a distance of 1.92 nm, equation (17) gives

E = ±0.20 × 0.980 × 0.10² eV = ±1.96 meV,

in agreement with diagonalization. At L = 3 the formula gives 19.604 meV and diagonalization 19.608 meV, a difference of 0.02%. The separation between the two levels, 2|E|, is then 39 meV at L = 3 and 3.9 meV at L = 5. These values hold for independent electrons. With the repulsion of 0.51 eV estimated below, which is much larger than 2|E|, each defect keeps one electron, and the two spins form a singlet and a triplet. At L = 3 these are only about 3 meV apart, well below the thermal energy of 26 meV at 300 K.

For an offset D = 0.20 eV, equation (18) gives 0.196 eV. For s = 0.020 eV, within the limit of 0.091 eV from (20), the level moves by −0.032 eV relative to the chain-gap centre, which itself rises by 0.040 eV. With both terms present, diagonalization puts the level 0.164 eV above the new centre, or 0.164 + 0.040 = 0.204 eV above ε0. Lengthening the chain from 81 to 161 atoms changes this by less than 10⁻⁸ eV.

A screened estimate of the repulsion, in Gaussian form with κ = 12 and R = 0.235 nm, is

U = e²/(κR) = 1.44/(12 × 0.235) = 0.51 eV.

With P = 0.961, equation (23) gives ±0.245 eV. A many-electron diagonalization of a five-atom segment, the unpaired atom with one pair on each side, gives the same values to this accuracy. Macroscopic screening is not justified at a bond length and probably overstates the screening, so U may well be larger.

For V1 = −1.8 eV and V2 = −4.4 eV, equation (25) gives w = 1/(1 + 0.502) = 0.666. The unpaired atom then keeps 0.980 × 0.666 = 0.65 of the state instead of 0.98. In this model, leakage changes the wave function much more than the weak coupling between pairs does.

**9. The level in real silicon**

The couplings are round values meant for the rough regime of a strongly reconstructed core; they are not calculated for a particular core geometry. The silicon gap is roughly 1.1 eV, much smaller than the chain gap. The chain's band edges at ±1.8 eV therefore fall at energies where bulk silicon has bands of its own, and the paired atoms leave no levels in the bulk gap. In a 17-atom chain with back bonds included, the nearest other levels are at −1.28 and +1.09 eV. They move inward by 0.02 to 0.03 eV in longer chains, to −1.25 and +1.07 eV at 121 atoms, still outside ±0.55 eV.

The word "midgap" refers strictly to the chain gap. The state is near the middle of the silicon gap only if ε0 is, which is assumed here and which the chain cannot establish. Real cores also break the sublattice symmetry. With the back bonds left out, adding the shift of 0.204 eV to the first-order repulsion levels puts electron addition near +0.45 eV and removal near −0.04 eV from the assumed centre. The addition level is then only about 0.10 eV below the conduction band edge. Without the shifts, the two levels would reach the gap edges at U = 1.1 eV; with them, the addition level gets there sooner.

These margins belong to the chain without leakage. In the one-shell model, leakage reduces the shift from 0.204 to about 0.13 eV. If repulsion acts only on the dangling hybrids, it also reduces the separation of the two charge-transition levels from 0.49 to about 0.2 eV. Both levels then also move down by about 0.02 eV, because the back bonds break the sublattice symmetry and the dangling hybrids are no longer exactly half filled. The localization near atom 0 is therefore a safer conclusion from this model than the position of the level. It holds for the assumed, frozen geometry, in which atom 0 couples to its neighbours no more strongly than one pair couples to the next. If only those two couplings rise from 0.20 to 1.0 eV, equation (6) lowers the weight on atom 0 from 0.98 to 0.66. A real core relaxes and may rebond at the defect, which the chain cannot decide. The state holds one unpaired electron only when the Fermi level lies between the removal and addition levels, which depends on doping. The numerical output below lists most of the values used here. The others are estimates built from them: the singlet–triplet splitting from 4E²/(UP), the shift with leakage from w times 0.204 eV, the separation with leakage from w²UP, and the addition and removal levels from 0.204 ± 0.245 eV.

Calculated quantities

```
coupling inside pairs t1 = 2.00 eV
coupling between pairs t2 = 0.20 eV, ratio r = 0.100
lattice constant a = 0.543 nm, spacing b = 0.3840 nm
assumed silicon gap = 1.10 eV, half = 0.55 eV
chain gap 2(t1-t2) = 3.600 eV
chain outer edges = +/- 2.200 eV
bound level, 81 atoms: |E| below 1e-10 eV: True
weight on atom 0 = 9.802e-01
weight on atom 1 = 2.855e-34
weight on atom 2 = 9.802e-03
weight on atom 4 = 9.802e-05
centre weight from formula = 0.98020
amplitude decay length xi = 0.3335 nm
contrast t2 = 1.00 eV: centre weight = 0.6000, xi = 1.1079 nm
opposite wall, outer levels = +/- 2.8425 eV
two defects, L = 3, distance 1.152 nm: E = +/- 19.60775 meV, formula 19.60396 meV
two defects, L = 5, distance 1.920 nm: E = +/- 1.96040 meV, formula 1.96040 meV
two defects, L = 7, distance 2.688 nm: E = +/- 0.19604 meV, formula 0.19604 meV
thermal energy at 300 K = 25.85 meV
offset D = 0.20 eV: shift = 0.1960 eV, first order 0.1960 eV
second-neighbour s = 0.020 eV, limit on |s| = 0.0909 eV
gap centre moved by s = 0.0400 eV
shift by s from gap centre = -0.03208 eV, first order -0.03208 eV
both, from gap centre = 0.1640 eV; with s reversed = 0.2280 eV
change from 81 to 161 atoms below 1e-8 eV: True
e^2 = 1.4400 eV nm, kappa = 12.0, R = 0.235 nm
repulsion U = 0.5106 eV, participation P = 0.9610
addition/removal levels, first order = +/- 0.2454 eV
five-atom many-electron levels = 0.2454 and -0.2454 eV
U at which first-order levels reach gap edges = 1.145 eV
back-bond couplings V1 = -1.80 eV, V2 = -4.40 eV
share left on chain hybrids = 0.6657
share on the unpaired atom = 0.6526
next levels with back bonds = -1.282 and 1.093 eV
```
